**Numerical test of the bound on singly charged negative-U vacancies**

The program tests the bound $f_+\le1/(1+e^{-U/2kT})$, where $f_+$ is the equilibrium fraction of singly charged vacancies, $U$ the effective interaction and $kT$ the thermal energy. It builds the density matrix of an orbital with two spin directions, searches numerically for the largest $f_+$ over the Fermi level, and asserts agreement with the formula for four values of $U$. For $U=-0.5$ eV at 300 K both routes give $6.312\times10^{-5}$; leaving out spin degeneracy gives $3.156\times10^{-5}$. It also asserts the mass-action law, the width of the maximum, and the value of $U$ obtained by diagonalizing an electron-phonon model. Enumeration of all charge states of five interacting vacancies, with one random set of levels and couplings, gives a largest fraction of $6.310\times10^{-5}$, within the bound. For the model film the output gives an actual fraction of $9.8\times10^{-7}$, well below the maximum. A Gaussian spread of 0.10 eV in $U$ raises the average bound by a factor of 6.4, so the single-$U$ figure should not be applied unchanged to a strongly disordered film.

## Program and output

```python
# Result under test: a vacancy with charge states 2+, +, 0 (0, 1, 2 electrons)
# in equilibrium with an electron reservoir has a singly charged fraction
#     f_plus <= 1 / (1 + exp(-U / 2kT))      for every Fermi level mu.
# U: effective interaction E(0)+E(2+)-2E(+), negative here; kT: thermal energy.
# level_1: (2+/+) level; pair_level = level_1 + U/2: the (2+/0) level.
# Energies are in eV from the conduction band edge, lengths in nm or cm.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import logsumexp

K_EV = const.k / const.e
T = 300.0
kT = K_EV * T
U = -0.5
pair_level = -0.40
level_1 = pair_level - U / 2
level_2 = level_1 + U

# Fock space of one orbital with two spin directions
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])
c_up = np.kron(lower, np.eye(2))
c_down = np.kron(sign, lower)
n_up, n_down = c_up.T @ c_up, c_down.T @ c_down
number = n_up + n_down
one = np.eye(4)
projectors = [(one - n_up) @ (one - n_down),
              number @ (2 * one - number), n_up @ n_down]


def fractions(mu, u=U, temp=T, pair=pair_level):
    """Thermal fractions of the 2+, + and 0 states from the density matrix."""
    h = (pair - u / 2 - mu) * number + u * n_up @ n_down
    energy, vec = np.linalg.eigh(h)
    weight = np.exp(-(energy - energy.min()) / (K_EV * temp))
    rho = (vec * weight) @ vec.T / weight.sum()
    return np.array([np.trace(rho @ p) for p in projectors])


def peak(u=U, temp=T):
    """Numerical search for the largest singly charged fraction."""
    grid = np.linspace(-1.2, 0.4, 801)
    values = [fractions(m, u, temp)[1] for m in grid]
    best = grid[int(np.argmax(values))]
    found = minimize_scalar(lambda m: -np.log(fractions(m, u, temp)[1]),
                            bounds=(best - 0.01, best + 0.01),
                            method="bounded", options={"xatol": 1e-9})
    return found.x, fractions(found.x, u, temp)[1]


def bound(u=U, temp=T):
    return 1 / (1 + np.exp(-u / (2 * K_EV * temp)))


mu_peak, f_peak = peak()
assert abs(f_peak / bound() - 1) < 1e-7
assert abs(mu_peak - pair_level) < 1e-4
assert abs(f_peak - 6e-5) < 0.5e-5
for u_test in (-0.2, -0.8, 0.1):
    assert abs(peak(u_test)[1] / bound(u_test) - 1) < 1e-6

# Mass action and the full dependence on the Fermi level
for mu in (-0.55, -0.42, -0.30):
    p2, p1, p0 = fractions(mu)
    assert abs(p1**2 / (4 * p0 * p2 * np.exp(U / kT)) - 1) < 1e-8
    shape = 1 / (1 + np.exp(-U / (2 * kT)) * np.cosh((mu - pair_level) / kT))
    assert abs(p1 / shape - 1) < 1e-8
half = brentq(lambda m: fractions(m)[1] - f_peak / 2,
              pair_level, pair_level + 0.2)
width = 2 * (half - pair_level)
assert abs(width - 2 * kT * np.arccosh(2 + np.exp(U / (2 * kT)))) < 1e-6

# The same maximum when the spin degeneracy is left out
mu_grid = np.linspace(-0.5, -0.3, 20001)
w1 = np.exp((mu_grid - level_1) / kT)
w2 = np.exp((2 * mu_grid - level_1 - level_2) / kT)
f_nospin = np.max(w1 / (1 + w1 + w2))
assert abs(f_nospin * (1 + 2 * np.exp(-U / (2 * kT))) - 1) < 1e-5

# Lattice origin of negative U: electrons coupled to one quantum oscillator
coulomb, relax, phonon = 1.0, 0.75, 0.03
bare = level_1 + relax
coupling = np.sqrt(relax * phonon)


def free_energy(n):
    m = np.arange(350)
    diagonal = n * bare + coulomb * (n == 2) + phonon * m
    off = -coupling * n * np.sqrt(m[1:])
    energy = eigh_tridiagonal(diagonal, off, eigvals_only=True)
    return -kT * logsumexp(-energy / kT)


F = [free_energy(n) for n in range(3)]
u_lattice = F[2] - 2 * F[1] + F[0]
assert abs(u_lattice - (coulomb - 2 * relax)) < 1e-6
assert abs(u_lattice - U) < 1e-6

# Five vacancies with random levels and charge-charge interactions
rng = np.random.default_rng(4)
sites = 5
n_conf = np.array(list(itertools.product(range(3), repeat=sites)))
q_conf = 2 - n_conf
levels = level_1 + rng.normal(0, 0.1, sites)
V = np.triu(rng.uniform(0.02, 0.10, (sites, sites)), 1)
energy = (n_conf @ levels + U * (n_conf == 2).sum(axis=1)
          + np.einsum("ci,ij,cj->c", q_conf, V, q_conf))
log_spin = np.log(2) * (n_conf == 1).sum(axis=1)
cluster_max = 0.0
for mu in np.linspace(-1.6, 0.4, 2001):
    logw = log_spin - (energy - mu * n_conf.sum(axis=1)) / kT
    prob = np.exp(logw - logsumexp(logw))
    cluster_max = max(cluster_max, (prob @ (n_conf == 1)).max())
assert cluster_max <= bound() * (1 + 1e-9)

# Film: largest density of singly charged vacancies, and charge neutrality
density, thickness, mass = 1e18, 40.0, 0.34
max_density = f_peak * density
max_areal = max_density * thickness * 1e-7
N_c = 2 * (2 * np.pi * mass * const.m_e * const.k * T / const.h**2)**1.5 / 1e6


def charge_balance(mu):
    p = fractions(mu)
    return np.log(N_c * np.exp(mu / kT) / (density * (2 * p[0] + p[1])))


mu_film = brentq(charge_balance, -0.6, -0.05)
n_film = N_c * np.exp(mu_film / kT)
p_film = fractions(mu_film)
n_cube = (2 * density * N_c**2 * np.exp(2 * pair_level / kT))**(1 / 3)
assert abs(n_film / n_cube - 1) < 0.01  # neglects the charged fraction
assert p_film[1] < f_peak

# Neglected: carrier degeneracy, from the full Fermi-Dirac integral
eta = mu_film / kT
integral = quad(lambda s: 2 * s**2 / (np.exp(s**2) + np.exp(eta)),
                0, 7, epsabs=1e-13, epsrel=1e-12)[0]
degeneracy = 1 - 2 / np.sqrt(np.pi) * integral
assert abs(degeneracy / (np.exp(eta) / 2**1.5) - 1) < 0.01

# Neglected: higher temperature at fixed U
hot = {temp: peak(temp=temp)[1] for temp in (350.0, 600.0)}
for temp, value in hot.items():
    assert abs(value / bound(temp=temp) - 1) < 1e-6

# Neglected: Gaussian spread of U, all sites at their own maximum
sigma = 0.10
u_grid = np.linspace(U - 8 * sigma, U + 8 * sigma, 1601)
gauss = np.exp(-(u_grid - U)**2 / (2 * sigma**2))
site_f = np.array([fractions(pair_level, u)[1] for u in u_grid])
f_disorder = (gauss * site_f).sum() / gauss.sum()
lognormal = np.exp(U / (2 * kT) + sigma**2 / (8 * kT**2))
assert abs(f_disorder / lognormal - 1) < 0.04  # saturation of rare sites

# Neglected: three modes that are softer in the + state
soft, modes = 0.8, 3
ladder = np.arange(400) + 0.5
z_ratio = (np.exp(-soft * phonon * ladder / kT).sum()
           / np.exp(-phonon * ladder / kT).sum())**modes
z_formula = (np.sinh(phonon / (2 * kT))
             / np.sinh(soft * phonon / (2 * kT)))**modes
assert abs(z_ratio / z_formula - 1) < 1e-9
f_soft = z_ratio / (z_ratio + np.exp(-U / (2 * kT)))


# Neglected: tunnelling in a close pair, with the lattice held fixed
def site_energy(n, Q):
    """Energy at lattice coordinate Q, scaled so that Q = n is relaxed."""
    return (n * bare + coulomb * (n == 2) - 2 * relax * n * Q + relax * Q**2)


start = site_energy(2, 2) + site_energy(0, 0)
gap = site_energy(1, 2) + site_energy(1, 0) - start
gap_both = site_energy(0, 2) + site_energy(2, 0) - start
assert abs(gap - (-U + 2 * relax)) < 1e-12
ionization = site_energy(1, 2) - site_energy(2, 2)
kappa = np.sqrt(2 * mass * const.m_e * ionization * const.e) / const.hbar * 1e-9


def admixture(t):
    r = -np.sqrt(2) * t
    h = np.array([[0, r, 0], [r, gap, r], [0, r, gap_both]])
    return np.linalg.eigh(h)[1][1, 0]**2


def hopping(distance):
    return ionization * np.exp(-kappa * distance)


d_cross = brentq(lambda d: admixture(hopping(d)) - f_peak, 0.5, 4.0)
t_cross = hopping(d_cross)
assert abs(admixture(t_cross) / (2 * t_cross**2 / gap**2) - 1) < 1e-3
close_share = 1 - np.exp(-4 * np.pi / 3 * density * (d_cross * 1e-7)**3)

# Neglected: finite speed of the first electron emission from the 0 state
Q_cross = brentq(lambda Q: site_energy(1, Q) - site_energy(2, Q), 0, 2)
barrier = site_energy(1, Q_cross) - site_energy(2, 2)
assert abs(barrier - (-level_2 + relax)**2 / (4 * relax)) < 1e-9
attempt = phonon * const.e / const.h
emission_time = np.exp(barrier / kT) / attempt

print(f"temperature: {T:.0f} K")
print(f"thermal energy kT: {kT:.6f} eV")
print(f"effective U: {U:.2f} eV")
print(f"|U|/(2kT): {-U / (2 * kT):.4f}")
print(f"exp(|U|/(2kT)): {np.exp(-U / (2 * kT)):.1f}")
print(f"largest + fraction, numerical search: {f_peak:.4e}")
print(f"largest + fraction, formula: {bound():.4e}")
print(f"largest + fraction without spin factor: {f_nospin:.4e}")
print(f"full width at half maximum in mu: {width:.4f} eV")
print(f"Coulomb repulsion in lattice model: {coulomb:.2f} eV")
print(f"relaxation energy E_r: {relax:.2f} eV")
print(f"phonon energy: {phonon:.3f} eV")
print(f"U from phonon diagonalization: {u_lattice:.6f} eV")
print(f"largest + fraction in 5-site cluster: {cluster_max:.4e}")
print(f"pair level (2+/0): {pair_level:.2f} eV")
print(f"level (2+/+): {level_1:.2f} eV")
print(f"level (+/0): {level_2:.2f} eV")
print(f"vacancy density: {density:.1e} cm^-3")
print(f"film thickness: {thickness:.0f} nm")
print(f"electron mass: {mass:.2f} m_e")
print(f"band density of states N_c: {N_c:.3e} cm^-3")
print(f"largest + density: {max_density:.3e} cm^-3")
print(f"largest + areal density: {max_areal:.3e} cm^-2")
print(f"Fermi level, undoped film: {mu_film:.4f} eV")
print(f"electron density, undoped film: {n_film:.3e} cm^-3")
print(f"electron density, cube-root formula: {n_cube:.3e} cm^-3")
print(f"2+ fraction, undoped film: {p_film[0]:.3e}")
print(f"+ fraction, undoped film: {p_film[1]:.3e}")
print(f"relative carrier degeneracy correction: {degeneracy:.2e}")
for temp, value in hot.items():
    print(f"largest + fraction at {temp:.0f} K: {value:.3e}")
print(f"spread of U (standard deviation): {sigma:.2f} eV")
print(f"mean largest + fraction with spread: {f_disorder:.3e}")
print(f"ratio to bound without spread: {f_disorder / f_peak:.2f}")
print(f"softened modes: {modes}, frequency ratio: {soft:.2f}")
print(f"softening factor: {z_ratio:.3f}")
print(f"largest + fraction with softening: {f_soft:.3e}")
print(f"vertical pair transfer energy: {gap:.2f} eV")
print(f"vertical ionization energy of 0 state: {ionization:.2f} eV")
print(f"tunnelling decay constant: {kappa:.3f} nm^-1")
print(f"hopping where admixture equals bound: {t_cross:.4f} eV")
print(f"pair distance where this occurs: {d_cross:.3f} nm")
print(f"share of vacancies with closer neighbour: {close_share:.4f}")
print(f"barrier for first electron emission: {barrier:.4f} eV")
print(f"attempt frequency: {attempt:.2e} s^-1")
print(f"rough first emission time: {emission_time:.2e} s")
print("tests ok")
```

It prints:

```
temperature: 300 K
thermal energy kT: 0.025852 eV
effective U: -0.50 eV
|U|/(2kT): 9.6704
exp(|U|/(2kT)): 15842.2
largest + fraction, numerical search: 6.3119e-05
largest + fraction, formula: 6.3119e-05
largest + fraction without spin factor: 3.1560e-05
full width at half maximum in mu: 0.0681 eV
Coulomb repulsion in lattice model: 1.00 eV
relaxation energy E_r: 0.75 eV
phonon energy: 0.030 eV
U from phonon diagonalization: -0.500000 eV
largest + fraction in 5-site cluster: 6.3100e-05
pair level (2+/0): -0.40 eV
level (2+/+): -0.15 eV
level (+/0): -0.65 eV
vacancy density: 1.0e+18 cm^-3
film thickness: 40 nm
electron mass: 0.34 m_e
band density of states N_c: 4.975e+18 cm^-3
largest + density: 6.312e+13 cm^-3
largest + areal density: 2.525e+08 cm^-2
Fermi level, undoped film: -0.2745 eV
electron density, undoped film: 1.220e+14 cm^-3
electron density, cube-root formula: 1.216e+14 cm^-3
2+ fraction, undoped film: 6.049e-05
+ fraction, undoped film: 9.819e-07
relative carrier degeneracy correction: 8.67e-06
largest + fraction at 350 K: 2.512e-04
largest + fraction at 600 K: 7.882e-03
spread of U (standard deviation): 0.10 eV
mean largest + fraction with spread: 4.040e-04
ratio to bound without spread: 6.40
softened modes: 3, frequency ratio: 0.80
softening factor: 2.073
largest + fraction with softening: 1.308e-04
vertical pair transfer energy: 2.00 eV
vertical ionization energy of 0 state: 1.40 eV
tunnelling decay constant: 3.535 nm^-1
hopping where admixture equals bound: 0.0112 eV
pair distance where this occurs: 1.365 nm
share of vacancies with closer neighbour: 0.0106
barrier for first electron emission: 0.6533 eV
attempt frequency: 7.25e+12 s^-1
rough first emission time: 1.30e-02 s
tests ok
```
